# Delay of a distributed RC line, and why ln 2 · RC overestimates it

**Question**

I'm stuck on an exercise about on-chip wiring. A metal line is 10 µm long, with a cross-section of 10 nm by 20 nm. Its resistivity is 10 µΩ cm and its capacitance is 0.2 fF per micrometre. I am asked to show that its distributed delay is 3.8 ps.

I found the total resistance and capacitance, multiplied them, and used the charging law of a capacitor, $t=\ln 2\,RC$. That gives 6.9 ps. A friend says that a distributed line has the delay $RC/2$, which gives 5 ps. Neither is 3.8 ps. Which of us is wrong, and where does the smaller number come from? I would also like to know what this has to do with repeaters.

**Answer**

Your $R$ and $C$ are probably right, since 6.9 ps follows from the correct ones. The three numbers answer different questions. Yours belongs to a circuit in which all the resistance sits in front of all the capacitance. Your friend's is a mean time for the distributed line. The exercise wants the time at which the far end of the distributed line reaches half of its final voltage.

That reading needs some assumptions, which the exercise leaves unsaid. The line is uniform and initially uncharged. At $t=0$ an ideal source raises the near end to $V_0$ and holds it there. The far end is open, so no current leaves it. Leakage and inductance are neglected; I return to inductance below. The stated resistivity must be the effective one for this narrow wire.

**The totals**

Practical units are the convenient ones here. Since $1\ \mu\Omega\,\text{cm}=10\ \Omega\,\text{nm}$, the resistivity is $\rho=100\ \Omega\,\text{nm}$. The cross-section is $A=10\times20=200\ \text{nm}^2$, and the length is $\ell=10^4$ nm. Therefore

$$R=\frac{\rho\ell}{A}=\frac{100\times10^4}{200}\ \Omega=5000\ \Omega,$$

$$C=0.2\times10\ \text{fF}=2\ \text{fF}.$$

The product is $RC=5000\times2\times10^{-15}\ \text{s}=10$ ps. What remains is to find the pure number that multiplies it.

**The equation of the line**

Let $r=R/\ell$ and $c=C/\ell$ be the resistance and capacitance per length, and let $I(x,t)$ be the current towards the far end. Across a short piece $dx$ the voltage falls by $r\,dx\,I$. The current entering the piece exceeds the current leaving it by the rate at which the piece stores charge, $c\,dx\,\partial V/\partial t$. So

$$\frac{\partial V}{\partial x}=-rI,\qquad \frac{\partial I}{\partial x}=-c\,\frac{\partial V}{\partial t}.$$

Differentiate the first equation with respect to $x$ and insert the second. The two minus signs cancel:

$$\frac{\partial^2V}{\partial x^2}=rc\,\frac{\partial V}{\partial t}.$$

This is a diffusion equation. Now set $\xi=x/\ell$, $\tau=t/(RC)$ and $v=V/V_0$. The left side becomes $(V_0/\ell^2)\,\partial^2v/\partial\xi^2$. The right side becomes $rc\,V_0/(RC)\,\partial v/\partial\tau$, and because $RC=rc\,\ell^2$ its prefactor is also $V_0/\ell^2$. Hence

$$\frac{\partial v}{\partial\tau}=\frac{\partial^2v}{\partial\xi^2}.$$

No material data remain in the equation. They enter the delay through $RC$ alone.

It is easier to follow the voltage still missing, $u=1-v$. It obeys the same equation, with the conditions

$$u(0,\tau)=0,\qquad \left.\frac{\partial u}{\partial\xi}\right|_{\xi=1}=0,\qquad u(\xi,0)=1.$$

The first expresses the ideal source. The second says that the current vanishes at the open end, since current is proportional to the voltage gradient. The third is the uncharged line.

**Solving it**

Try a product $u=X(\xi)T(\tau)$. Dividing the equation by $XT$ gives $T'/T=X''/X$. The left side depends on $\tau$ and the right side on $\xi$, so both equal a constant $\mu$. To find its sign, multiply $X''=\mu X$ by $X$ and integrate by parts over the line:

$$\mu\int_0^1X^2\,d\xi=\big[XX'\big]_0^1-\int_0^1X'^2\,d\xi=-\int_0^1X'^2\,d\xi.$$

The bracket vanishes because $X(0)=0$ and $X'(1)=0$. So $\mu$ cannot be positive. It cannot be zero either, because then $X$ would be constant and, being zero at the source, zero everywhere. Write $\mu=-k^2$. Then $T=e^{-k^2\tau}$, and $X=\sin k\xi$ satisfies the condition at the source. The open end requires $\cos k=0$, so

$$k_n=\frac{(2n+1)\pi}{2},\qquad n=0,1,2,\ldots$$

The general solution is $u=\sum_n a_n\sin(k_n\xi)\,e^{-k_n^2\tau}$. These sines suffice to represent the initial state. If it is reflected about $\xi=1$, it has an ordinary sine series on $0<\xi<2$ in the functions $\sin(m\pi\xi/2)$. Those with even $m$ are odd about $\xi=1$ and drop out, which leaves the set above.

For the coefficients we need orthogonality. For $n\neq m$,

$$\int_0^1\sin k_n\xi\,\sin k_m\xi\,d\xi=\frac12\int_0^1\big[\cos(n-m)\pi\xi-\cos(n+m+1)\pi\xi\big]d\xi=0,$$

because each cosine integrates to a sine of a multiple of $\pi$. For $n=m$ the first cosine is 1 and the integral is $1/2$. Multiplying $u(\xi,0)=1$ by $\sin k_n\xi$ and integrating therefore gives

$$a_n=2\int_0^1\sin k_n\xi\,d\xi=\frac{2(1-\cos k_n)}{k_n}=\frac{2}{k_n}=\frac{4}{(2n+1)\pi}.$$

At the far end $\sin k_n=(-1)^n$, and so

$$v(1,\tau)=1-\frac4\pi\sum_{n=0}^{\infty}\frac{(-1)^n}{2n+1}\,e^{-(2n+1)^2\pi^2\tau/4}.$$

**The half-voltage time**

The $n=1$ term decays nine times as fast as the $n=0$ term. By the time the far end is half charged it should be small, so keep $n=0$ and check afterwards. Setting $v=1/2$ gives

$$\frac4\pi e^{-\pi^2\tau/4}=\frac12
\quad\Rightarrow\quad e^{\pi^2\tau/4}=\frac8\pi
\quad\Rightarrow\quad \tau_{50}\simeq\frac{4}{\pi^2}\ln\frac8\pi.$$

With $\ln(8/\pi)=0.9347$ this is $\tau_{50}\simeq0.3788$, and

$$t_{50}\simeq0.379\,RC=0.379\times10\ \text{ps}=3.79\ \text{ps}\approx3.8\ \text{ps}.$$

That is the number asked for.

Now the check. Put $q=e^{-\pi^2\tau/4}$, which falls from 1 to 0 as time passes. The terms of the series alternate in sign and shrink in size, so the missing voltage lies between two successive partial sums:

$$\frac4\pi\left(q-\frac{q^9}{3}\right)\le u(1,\tau)\le\frac4\pi\,q.$$

The upper bound equals $1/2$ at the one-term time. After that time less than half is missing, so the crossing cannot come later. The lower bound is a concave function of $q$. It equals $8/(3\pi)\approx0.85$ at $q=1$ and falls to $1/2$ just before the one-term time. A concave function lies above the straight line joining two of its points, so until then more than half is missing. The crossing is thus confined to the narrow gap between these two times.

The width of the gap follows from the second term, which is $9.4\times10^{-5}$ of the full step at the crossing. The voltage there rises at a rate $dv/d\tau\approx(\pi^2/4)\times\frac12\approx1.23$, so the time moves earlier by about $9.4\times10^{-5}/1.23\approx8\times10^{-5}$ in units of $RC$. The root of the full series is indeed 0.37875, against 0.37882 from one term. For this line the difference is about 0.8 fs.

A separate calculation, with the line replaced by 200 small resistors and capacitors, also crosses half at 3.787 ps. The numerical output is given below.

**Where 6.9 ps comes from**

For one resistor feeding one capacitor, $dv/dt=(1-v)/(RC)$, so $v=1-e^{-t/RC}$. This reaches one half at $\ln2\,RC=6.93$ ps. The algebra is right, but the circuit is not this line. It sends all the charge through all the resistance. In the real line, the charge that stays near the source crosses little of the wire, and only the charge stored at the far end crosses the whole of it.

**Where 5 ps comes from**

Your friend's number is the Elmore time, the integral of the missing fraction of the far-end voltage:

$$t_E=\int_0^\infty\left[1-\frac{V(\ell,t)}{V_0}\right]dt.$$

Integrating by parts turns this into $\int_0^\infty t\,(dv/dt)\,dt$, since $t(1-v)$ vanishes at both limits. It is therefore the mean time of the rise, each moment being weighted by the voltage gained in it.

It can be found without solving the diffusion equation, and a driver resistance $R_d$ and a load capacitance $C_L$ at the far end can be included at no extra cost. Define $W(x)=\int_0^\infty[1-V(x,t)/V_0]\,dt$. From $\partial V/\partial x=-rI$,

$$\frac{dW}{dx}=\frac{r}{V_0}\int_0^\infty I(x,t)\,dt=r\big[c(\ell-x)+C_L\big].$$

The last step holds because the total charge passing $x$ is whatever finally charges everything beyond it to $V_0$. In the same way, the charge $(C+C_L)V_0$ passes through the driver, so $W(0)=R_d(C+C_L)$. Integrating from $0$ to $\ell$ gives

$$t_E=R_d(C+C_L)+\frac{RC}{2}+RC_L.$$

The factor $1/2$ is the integral of $\ell-x$ along the line, divided by $\ell^2$. It expresses the fact that, averaged over the stored charge, half of the wire is crossed. With an ideal driver and an open end, $t_E=RC/2=5$ ps, as your friend said.

A mean time need not be the half-voltage time. At 5 ps the far end has already reached 0.629 of the step. Nor does it help to multiply the Elmore time by $\ln2$, as one would for a single exponential. That gives $6.93/2\approx3.47$ ps, about 8 % below the correct delay. The reason can be read from the one-term result written as

$$t_{50}\simeq\frac{4}{\pi^2}RC\left[\ln2+\ln\frac4\pi\right].$$

The late rise is exponential, with time constant $4RC/\pi^2\approx4.05$ ps. This is shorter than the Elmore time, and alone it would give only $4.05\ln2\approx2.81$ ps. But the prefactor is $4/\pi$ instead of 1, and the second logarithm adds about 0.98 ps. It records the initial wait, while charge diffuses along the wire and the far end hardly moves.

The formula for $t_E$ also shows when the exercise's answer stops being useful. The driver must satisfy $R_d\ll R/2=2500\ \Omega$, and the load must satisfy $C_L\ll C/2=1$ fF. A driver of 2500 Ω with no load would already double the mean time, from 5 to 10 ps. In that case the factor 0.379 no longer describes the circuit, and the driver has to be put into the boundary condition at $x=0$.

**Is it safe to ignore inductance?**

With an inductance $l$ per length, the voltage equation becomes $\partial V/\partial x=-rI-l\,\partial I/\partial t$. If the current changes over a time $t_c$, the new term is roughly $(L/R)/t_c$ times the resistive one, where $L=l\ell$. So we need an estimate of $L$.

On a line without resistance, waves travel at $1/\sqrt{lc}$. In a uniform dielectric of relative permittivity $\varepsilon_r$ that speed is $c_0/\sqrt{\varepsilon_r}$, where $c_0$ is the speed of light. Equating the two gives $l=\varepsilon_r/(c_0^2c)$. The exercise gives no permittivity, so I choose $\varepsilon_r=3$. Then $L=1.67$ pH, and

$$\frac LR=\frac{1.67\times10^{-12}}{5000}\ \text{s}\approx0.33\ \text{fs},\qquad \sqrt{LC}\approx0.058\ \text{ps}.$$

The first time is about ten thousand times shorter than the delay. The second is the time a wave needs to run along the line, and it is about 65 times shorter than the delay. A ladder calculation with this inductance included moves the half crossing by about 0.03 fs.

This estimate assumes that the current returns through the nearby conductors that hold the opposite charge. A more distant return path gives a larger $L$, but even ten times the value would mean only $L/R\approx3.3$ fs and $\sqrt{LC}\approx0.18$ ps. The estimate also counts only the magnetic field outside the metal. The field inside does not change the order of magnitude, but the inertia of the electrons does. Let electrons of mass $m$, charge $-e$ and density $n$ lose their drift velocity $w$ in a collision time $\tau_c$, so that $m\,dw/dt=-eE-mw/\tau_c$. With the current density $j=-new$ this becomes $E=\rho\,(j+\tau_c\,dj/dt)$, where $\rho=m/(ne^2\tau_c)$. Inertia therefore acts as a further inductance whose $L/R$ is $\tau_c$. For $n\approx10^{29}\ \text{m}^{-3}$, typical of a metal, the given resistivity means $\tau_c\approx4$ fs. That is more than the magnetic part, and it raises $\sqrt{LC}$ to about 0.2 ps. Both times are still far below the delay, so inductance can be dropped here.

This would change for a wire of much lower resistance. The diffusion equation has no finite signal speed, so for such a wire it can predict a delay shorter than $\sqrt{LC}$. That prediction must be wrong, because no signal can arrive before the wave does.

**What this has to do with repeaters**

Both $R$ and $C$ are proportional to length, so

$$t_{50}\simeq0.379\,rc\,\ell^2.$$

Doubling the length doubles the resistance and also doubles the charge to be delivered. With the same cross-section and material, a 20 µm line takes 15.15 ps, four times as long as yours.

A repeater breaks this growth. It is an amplifier that senses when its input crosses half of the step and then drives the next piece of wire with a fresh step. Suppose it needs a time $t_r$ between these two events, drives its piece as an ideal source, and loads the previous piece negligibly. Cut a line of delay $t_{50}$ into $N$ equal pieces, with $N-1$ repeaters between them. Each piece has the delay $t_{50}/N^2$, so the total is

$$T_N=N\,\frac{t_{50}}{N^2}+(N-1)t_r=\frac{t_{50}}{N}+(N-1)t_r.$$

The wire's share falls as $1/N$, while the repeaters' share grows with $N$. For fixed $N$ the wire now contributes in proportion to $\ell^2/N$. If the pieces are kept at a fixed length instead, $N$ grows with $\ell$, and the wire's share grows in proportion to $\ell$.

One repeater in the middle helps if $T_2<T_1$, that is, if $t_r<t_{50}/2$. For the 20 µm line, the two halves take $2\times3.79\approx7.6$ ps together instead of 15.15 ps. The repeater pays if it responds in less than about 7.6 ps. For your 10 µm line the limit is only $3.79/2\approx1.9$ ps.

These limits hold for an ideal source and ideal repeaters. If only the source stays ideal, a real repeater lowers them: its output resistance slows the piece of wire it drives, and its input capacitance slows the piece before it. If the source has an output resistance too, the undivided line is also slowed, and the two delays must be compared afresh. The response of a real repeater may also depend on how slowly its input rises, which a fixed $t_r$ leaves out.

## Table of computed values

```
Line length: 10 um
Cross-section: 10 nm x 20 nm
Resistivity: 10 microohm cm
Capacitance per length: 0.2 fF/um
Resistance per length: 500 ohm/um
Total resistance R: 5000 ohm
Total capacitance C: 2.0 fF
Product RC: 10.00 ps
ln(8/pi): 0.9347
t50/RC, one term: 0.37882
t50/RC, full series: 0.37875
Second term of v at crossing: 9.4e-05
t50, one term: 3.788 ps
t50, full series: 3.787 ps
t50, ladder of 200 sections: 3.787 ps
Lumped estimate ln2 RC: 6.93 ps
Elmore time RC/2: 5.00 ps
Far-end v at Elmore time: 0.629
t50 at twice the length: 15.15 ps
Chosen relative permittivity: 3
Total inductance L: 1.67 pH
L/R: 0.33 fs
Flight time sqrt(LC): 0.058 ps
Shift of t50 by inductance: 0.026 fs
```
